Rytova–Keldysh interaction in a monolayer and its sensitivity to the oxide, part 2

Two equal point charges e rest a distance ρ apart in a polarizable sheet on an oxide. How do their energy V and repulsive force F change when the oxide is replaced by one of higher permittivity? SI units are used, and every ε with an index other than 0 is a relative permittivity.

The sheet is the plane z = 0, without thickness or mobile carriers. It responds only to the field in its plane, with polarizability χ. The permittivity is ε₁ above it and ε₂ below; the new oxide has ε₂′. Primes on V and F refer to it.

S = ε₁ + ε₂, S′ = ε₁ + ε₂′, Δ = ε₂′ − ε₂,

r₀ = χ/S, r₀′ = χ/S′, A = e²/(2πε₀χ).

The potential of a charge e in the sheet has the transform

φ(q) = e/[ε₀q(S + χq)],

where q is the magnitude of the in-plane wavevector. The energy and force are

V(ρ) = [e²/(4ε₀χ)] [H₀(ρ/r₀) − Y₀(ρ/r₀)],

F(ρ) = A f(ρ/r₀)/ρ,

f(x) = ∫₀^∞ s exp(−s) (s² + x²)^(−1/2) ds,

with the Struve function H₀ and Neumann function Y₀. At short distance V ≈ A[ln(2r₀/ρ) − γ], γ = 0.5772. At large distance V → Ar₀/ρ and F → Ar₀/ρ².

**Lemma 5.** For x′ > x ≥ 0, 0 < f(x) − f(x′) < x′ − x. (The upper bound comes from replacing exp(−s) by 1.) With x = ρ/r₀ and x′ = ρ/r₀′, x′ − x = ρΔ/χ.

Already proved:

(c) The energy reduction V − V′ is positive and smaller than A ln(S′/S), and it tends to this value as ρ → 0.

(d) At every distance, 0 < F − F′ < AΔ/χ.

(e) For 0 < δ < 1, the relative force reduction (F − F′)/F is below δ whenever ρ ≤ δχ/(Δ + δS).

Still to prove:

(f) As ρ → ∞, the relative reductions of V and of F both tend to 1 − S/S′.

Example: χ = 8.0 nm, ε₁ = 1, e²/(4πε₀) = 1.440 eV nm, A = 0.360 eV.

**Proof of (f).** At large distance V tends to Ar₀/ρ and F to Ar₀/ρ². Both are proportional to r₀, so the ratio of new to old value tends to r₀′/r₀ = S/S′. ∎

**Which distances are insensitive.** For small δ the distance in (e) becomes

ρ ≈ δχ/Δ.

This is also the leading-order distance at which the force reduction reaches δ. To see this, put s = xt in 1 − f:

1 − f(x) = x ∫₀^∞ exp(−xt)[1 − t(1 + t²)^(−1/2)] dt.

As x → 0 the integral tends to 1, so f(x) − f(x′) approaches x′ − x. To this order the material above the sheet has no influence. What counts is the step in permittivity, compared with χ.

The energy behaves differently. At short distance its reduction is nearly constant while V grows as a logarithm. Setting the ratio equal to δ gives

ln(S′/S) = δ[ln(2r₀/ρ) − γ], so ρ = 2r₀ exp(−γ)(S/S′)^(1/δ).

The power 1/δ makes this distance extremely small for a large change of permittivity. The statement that the short-range interaction does not feel the oxide is therefore true of forces and of energy differences between short distances, and it fails for the energy itself. Pulling two opposite charges apart from a short distance to infinity takes the work V, and the later part of the path runs where the oxide matters.

The same reduction limits the change of an exciton's binding energy in a model with fixed effective masses and the attraction −V. The new oxide adds V − V′, which is positive and below A ln(S′/S), to the potential energy. By the variational principle, with the old ground state as trial state, the ground level rises by less than A ln(S′/S).

**Example: silica replaced by hafnia.** The inputs are χ = 8.0 nm and air above, with rough permittivities for the oxides. For charges that are slow compared with the oxide lattice, the static values 3.9 (silica) and 20 (hafnia) apply. For motion too fast for the lattice to follow, the electronic values 2.1 and 4.0 apply. Motion on the time scale of the lattice vibrations needs a frequency-dependent permittivity, which near a lattice resonance need not lie between the two values. It is not treated here.

In the static case S = 4.9, S′ = 21 and Δ = 16.1. The screening length r₀ falls from 1.63 nm to 8.0/21 = 0.38 nm. The short-distance energy reduction is

0.360 × ln(21/4.9) = 0.524 eV,

and the force changes by less than 0.360 × 16.1/8.0 = 0.725 eV/nm at any distance. The full expressions give:

| ρ (nm) | V, silica (meV) | V, hafnia (meV) | Force reduction |
|---|---|---|---|
| 0.5 | 558 | 222 | 40% |
| 1 | 377 | 126 | 53% |
| 2 | 234 | 67 | 64% |
| 5 | 110 | 27 | 73% |
| 10 | 57 | 14 | – |

The limit at large distance is 1 − 4.9/21 = 77%. At 10 nm the energy on hafnia is below the thermal energy of 26 meV at 300 K, while on silica it is about twice as large as that.

For a tolerance of 10%, the leading-order distance for the force is 0.1 × 8.0/16.1 = 0.050 nm. Part (e) guarantees 0.8/(16.1 + 0.49) = 0.048 nm. Solving numerically for a reduction of 10% gives 0.064 nm. It is larger than the guaranteed distance because Lemma 5 replaced exp(−s) by 1. For the energy the corresponding distance is 9 × 10⁻⁷ nm, which has no physical meaning. In the static case the sheet model leaves no usable distance at which even the force is insensitive.

With the electronic values S = 3.1, S′ = 5.0 and Δ = 1.9. The energy reduction at short distance is 0.360 × ln(5.0/3.1) = 0.172 eV. The force reduction reaches 10% at 0.68 nm and tends to 38% at large distance. The energy changes by 10% already at 0.026 nm.

**Finite thickness.** A distance of 0.06 nm is far below the thickness of any monolayer, so the sheet model cannot be trusted there. Replace the sheet by a slab of thickness d = 0.65 nm with in-plane permittivity ε∥ and normal permittivity ε⊥ = 6, and put both charges in its middle plane.

Inside the slab ε⊥∂²φ/∂z² = ε∥q²φ. The potential varies as exp(±κz), with κ = q(ε∥/ε⊥)^(1/2), and the ratio of displacement to ε₀qφ for one such wave is ε̄ = (ε∥ε⊥)^(1/2). The slab thus acts as an isotropic layer of permittivity ε̄ and stretched thickness w = d(ε∥/ε⊥)^(1/2).

Let εᵢ be the permittivity outside one face. A wave of unit amplitude is reflected there with amplitude r. Continuity of the potential and of the normal displacement requires ε̄(1 − r) = εᵢ(1 + r), so

r = (ε̄ − εᵢ)/(ε̄ + εᵢ).

Back in the middle plane the reflected wave carries the factor r exp(−qw). Seen from there, that side has the effective permittivity

U(q) = ε̄[1 − r exp(−qw)]/[1 + r exp(−qw)].

The sum of U for the two sides replaces S + χq. For small q, insert exp(−qw) ≈ 1 − qw and expand to first order:

U ≈ εᵢ + (qw/2)(ε̄² − εᵢ²)/ε̄.

In vacuum the two sides add up to 2 + qw(ε̄ − 1/ε̄). Comparison with 2 + χq gives

χ = w(ε̄ − 1/ε̄) = d(ε∥ − 1/ε⊥).

To keep χ = 8.0 nm, ε∥ = 8.0/0.65 + 1/6 = 12.5. Then ε̄ = 8.65 and w = 0.94 nm.

The expansion shows a weakness of the sheet model. Next to an oxide with εᵢ > ε̄ the term of first order in q is negative, because that half of the slab takes the place of a better dielectric. Static hafnia is such a case. More generally, the first-order terms of the two sides add up to χ − (w/2)(ε₁² + ε₂² − 2)/ε̄, which is below χ for any oxide and falls further as ε₂ grows. Holding χ fixed therefore overestimates the screening, slightly on silica and strongly on static hafnia. The difference fades with distance, since both models tend to the same Coulomb form. At 1 nm the slab gives V = 167 meV on hafnia, a third above the sheet value of 126 meV. On silica the two models give 390 and 377 meV.

For ρ much smaller than w the force in the slab is e²/(4πε₀ε̄ρ²), without the oxide. The oxide acts through image charges at distances of w or more from the middle plane. Their in-plane force is proportional to ρ, so the relative effect grows as ρ³. In the sheet it grows as ρ. The 10% distance for the force is accordingly longer in the slab, 0.52 nm in the static case and 1.07 nm in the electronic one. These and the following results for modified structures were found numerically. The transform that each one approaches at large q was inverted in closed form, and the rest was integrated by Gauss quadrature.

**A gap under the sheet.** A layer transferred onto an oxide does not touch it on the atomic scale. Return to the sheet and leave an empty gap g = 0.3 nm between it and the oxide. The reflection argument, with vacuum in place of the slab, changes ε₂ into

ε_eff(q) = [ε₂ + tanh(qg)]/[1 + ε₂ tanh(qg)].

At q = 1 nm⁻¹, tanh(qg) = 0.29. Silica then acts as 4.2/2.1 = 2.0 and static hafnia as 20.3/6.8 = 3.0. The gap is in series with the oxide and hides most of the difference between the two. The 10% distance for the force rises to 1.4 nm in the static case and to 2.2 nm in the electronic one. At 1 nm the static force reduction is 6%, compared with 53% for the sheet in contact and 29% for the slab in contact. At 5 nm the gap still lowers it, from 73% to 50%. A gap of this width lengthens the 10% distance more than the finite thickness does; a much narrower one need not. The slab and the gap were treated separately, and their combination was not computed.

**A metal gate.** Behind an oxide of thickness t the metal fixes the potential to zero. In the oxide φ varies as sinh[q(z + t)], and ε₂ is replaced by ε₂ coth(qt). With t = 5 nm for both oxides, V at 1 nm falls by about 15%, to 319 meV on silica and 108 meV on hafnia. At 5 nm the gate lowers it from 110 to 57 meV on silica and from 27 to 12 meV on hafnia. The relative reduction at 5 nm changes little, from 75% to 79%, but the large-distance limit (f) no longer applies. For qt ≪ 1, φ(q) ≈ (e/ε₀)[t/ε₂ − ε₁t²q/ε₂²]. The constant term gives no interaction between separated charges, and the term in q gives V ∝ ε₁t²/(ε₂²ρ³). Far beyond the oxide thickness the reduction therefore tends to 1 − (ε₂/ε₂′)² = 96% instead of 77%. The comparison holds the physical thickness fixed. At equal gate capacitance the hafnia would be thicker.

**Mobile carriers.** Let n be the carrier density and μ the chemical potential. In the static long-wavelength approximation the carriers add the charge −e²(∂n/∂μ)φ to the sheet, so that

φ(q) = e/[ε₀q(S + χq) + e²∂n/∂μ].

Carrier screening equals that of the surroundings at q = 1/L, with L = ε₀S/(e²∂n/∂μ). A parabolic band of mass m and degeneracy g_d has N = g_d m/(2πħ²) states per unit area and energy. Its density is n = NkT ln[1 + exp(μ/kT)], and differentiation gives

∂n/∂μ = N{1 − exp[−n/(NkT)]}.

With m equal to half the free-electron mass, g_d = 4 and T = 300 K, a nearly empty channel with 10¹⁰ cm⁻² has L = 70 nm on silica and 300 nm on hafnia. These lengths exceed the distances in the table, so there the carriers correct the bare interaction rather than replace it. The correction is relatively larger for the energy than for the force, because the energy includes the path beyond L. It is not negligible at the longer distances: at 10 nm on silica it lowers the energy by about 30% and the force by about 10%. At 10¹² cm⁻² the lengths are 0.7 and 3 nm. The carriers are then about 10 nm apart, farther than these lengths. Linear screening fails on silica, where the pair energy at that spacing is about twice kT, and it is at best rough on hafnia, where that energy is about half of kT. The values should not be read as real screening distances. Around a charge that repels the carriers, the charge they can uncover inside a circle of radius ρ is at most enπρ². This is 3% of e at 1 nm, where the force between two such charges stays close to its bare value, and 79% of e at 5 nm, where the bare force can no longer be relied on. The energy is affected sooner, because it includes the path through larger distances. For q → 0, φ(q) tends to 1/(e ∂n/∂μ), which does not contain the oxide. A constant transform, however, gives no force between separated charges. The next term is −ε₀Sq/[e³(∂n/∂μ)²], and since the inverse transform of −q is 1/(2πρ³), it gives a potential proportional to S/ρ³. Where linear screening holds, the weak repulsion that remains at distances far beyond L and r₀ is therefore larger on the oxide of higher permittivity.

**Strength of the field.** At 0.5 nm the in-plane field of the point charge is 5.7 MV/cm on silica and 3.4 MV/cm on hafnia. In the oxide just below the sheet there is also a normal component, (A/ρ − SV/χ)/e with the values of S and V for that oxide. It raises the total to 6.8 and 3.7 MV/cm. Silica breaks down at very roughly 10 MV/cm and hafnia films at very roughly half of that, so in the sheet model with direct contact both fields are already a large part of the breakdown field. This distance is below the layer thickness, and the field in the oxide is smaller in the other models: about 5.8 and 2.4 MV/cm under the slab and 2.8 and 0.75 MV/cm under the gap. Breakdown is moreover a macroscopic threshold and only a rough gauge for a field confined to about a nanometre. At still shorter distances the assumption of linear response becomes doubtful, together with that of a continuous medium.

**Comparison with real channels.** The parameters lie in the regime of a semiconducting dichalcogenide monolayer such as MoS₂, whose screening length in vacuum is roughly 4 nm, the value of χ/2 here. The layer thickness, the mass and the oxide permittivities are also typical, though the static value for hafnia varies with phase and deposition. The result for the force depends strongly on the assumption of direct contact between a sheet without thickness and the oxide. The static 10% distance for the force is 0.06 nm under that assumption, 0.5 nm for the slab and 1.4 nm for the sheet above a gap. In the slab and gap models, and for a channel almost free of carriers, replacing silica by hafnia leaves the force between two slow charges in the layer nearly unchanged up to a distance between about half a nanometre and somewhat over one nanometre, depending on the contact. At 5 nm the force is reduced by about half or more. The values below the layer thickness also depend on how the charges are spread over the atoms, which none of these models contains.
